# Conductance of a Kondo-Screened Dot from the Friedel Sum Rule, part 2

A quantum dot with one spin-degenerate level $\varepsilon_d$ and repulsion $Un_{d\uparrow}n_{d\downarrow}$ lies between noninteracting leads $L$ and $R$. The goal is its conductance $G$ for vanishing bias followed by $T\to0$, without a magnetic field and with a fully screened ground state:

$$
\boxed{\,G=\frac{2e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}\,\sin^2\frac{\pi n}{2}\,}
$$

The algebra uses $\hbar=e=m_e=1$ and $k_B=1$. Energies $\omega$ are counted from the Fermi energy. The half-widths $\Gamma_L,\Gamma_R$ sum to $\Gamma$. Only one combination of lead states, the even channel, couples to the dot.

The operator $d^\dagger_\sigma$ adds an electron of spin $\sigma$ to the dot, and $n_{d\sigma}=d^\dagger_\sigma d_\sigma$. The displaced charge $n_\sigma$ is what the whole system gains in spin $\sigma$ when an initially empty dot is attached at fixed Fermi energy; $n$ is its sum over spins. In a wide band $n_\sigma\simeq n_{d\sigma}$. A noninteracting chain test (lead hopping $1$, dot hoppings $0.45$ and $0.25$, level $0.12$) gave $n_\sigma=0.3647$ but dot occupation $0.3502$.

The retarded Green function of the dot is

$$
\mathcal G(\omega)=\frac1{\omega-\varepsilon_d-\Delta(\omega)-\Sigma(\omega)},
$$

with lead term $\Delta$, $\mathrm{Im}\,\Delta(0)=-\Gamma$, and self-energy $\Sigma$. Primes on these denote $\partial_\omega$. The spectral density is $A=-\mathrm{Im}\,\mathcal G/\pi$.

Stage 4 assumed that the screened state is a Fermi liquid, so $\mathrm{Im}\,\Sigma(0)=0$ at $T=0$. With $\varepsilon^*=\varepsilon_d+\mathrm{Re}\,\Delta(0)+\Sigma(0)$ and $\cot\delta=\varepsilon^*/\Gamma$, it found $\pi\Gamma A(0)=\sin^2\delta$. The argument of $\mathcal G^{-1}$ runs from $\pi$ at $\omega\to-\infty$ to $\pi-\delta$ at $\omega=0$. Without repulsion, Stage 2 gave $n_\sigma=\delta/\pi$.

For a wide band, the current formula of Stage 3, with Fermi function $f$, is

$$
G=\frac{e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sum_\sigma\int d\omega\left(-\frac{\partial f}{\partial\omega}\right)\pi\Gamma A_\sigma(\omega).
$$

### Stage 5: the Friedel sum rule with repulsion

The lead-charge calculation of Stage 2 used the equations of motion of noninteracting leads, so its charge formula still holds:

$$
n_\sigma=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0d\omega\,\mathcal G(1-\Delta').
$$

The logarithmic derivative now has one more term, $\partial_\omega\ln\mathcal G^{-1}=\mathcal G(1-\Delta'-\Sigma')$. Its integral gives $\delta/\pi$ as before, because the end values of $\arg\mathcal G^{-1}$ are unchanged. Therefore

$$
n_\sigma=\frac{\delta_\sigma}{\pi}-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0d\omega\,\mathcal G_\sigma\Sigma'_\sigma .
$$

It remains to show that the last integral has no imaginary part. Since $\mathcal G$ and $\Sigma$ are analytic in the upper half-plane, and $\mathcal G\Sigma'$ falls faster than $1/\omega$, the path may be turned onto the positive imaginary axis:

$$
\int_{-\infty}^0d\omega\,\mathcal G\Sigma'=-\int_0^\infty dy\,q(y),\qquad q(y)=\mathcal G(iy)\,\partial_y\Sigma(iy).
$$

The relations $\mathcal G(-iy)=\mathcal G(iy)^*$ and $\Sigma(-iy)=\Sigma(iy)^*$ imply $q(-y)=-q(y)^*$. Consequently

$$
\int_{-\infty}^{\infty}dy\,q(y)=2i\,\mathrm{Im}\int_0^\infty dy\,q(y).
$$

The left side vanishes by a symmetry of the perturbation series. Let $\Phi$ be the sum of closed skeleton diagrams, built from full propagators, whose variation with respect to $\mathcal G_\sigma$ gives $\Sigma_\sigma$. Since $Un_{d\uparrow}n_{d\downarrow}$ conserves each spin, every spin-$\sigma$ line belongs to a closed loop. At $T=0$ the loop frequencies are continuous, and shifting all frequencies of spin $\sigma$ by the same amount merely relabels integration variables. Thus $\Phi$ does not change, which means

$$
0=\int_{-\infty}^{\infty}\frac{dy}{2\pi}\,\Sigma_\sigma(iy)\,\partial_y\mathcal G_\sigma(iy)=-\int_{-\infty}^{\infty}\frac{dy}{2\pi}\,\mathcal G_\sigma(iy)\,\partial_y\Sigma_\sigma(iy).
$$

The boundary terms at infinity vanish because $\mathcal G\sim1/(iy)$ and $\Sigma$ approaches a constant. At $y=0$ the Green function jumps, but $\Sigma$ is continuous because $\mathrm{Im}\,\Sigma(0)=0$, so no extra term appears. The argument requires the screened state to be continuously connected to the perturbation series in $U$. Under that condition

$$
\delta_\sigma=\pi n_\sigma .
$$

Without a field $n_\uparrow=n_\downarrow=n/2$. Inserting $\pi\Gamma A_\sigma(0)=\sin^2(\pi n/2)$ in the current formula at $T=0$ gives the boxed conductance.

**Limit: one electron.** At $n=1$ each spin has $\delta=\pi/2$ and

$$
G=\frac{2e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}.
$$

A noninteracting level at the Fermi energy also has $n=1$ and the same conductance, so this one value cannot establish Kondo screening. The energy scale can distinguish the two, as the example shows. For small departures from one electron, $\sin^2(\pi n/2)=\cos^2[\pi(1-n)/2]\simeq1-\pi^2(1-n)^2/4$. The loss is quadratic, so "singly occupied" has to mean $n$ close to one if the coupling factor is to stand alone.

### Stage 6: a dot with numbers

Take $U=1.50$ meV, $\Gamma_L=0.15$ meV, $\Gamma_R=0.05$ meV, and a flat lead band of half-width $10$ meV. The symmetric point is $\varepsilon_d=-U/2=-0.75$ meV, where particle-hole symmetry fixes $n=1$. The coupling factor is $4(0.15)(0.05)/(0.20)^2=0.75$. With $2e^2/h=77.48$ µS,

$$
G=0.75\times77.48\ \mu\mathrm S=58.1\ \mu\mathrm S .
$$

The interacting state was computed with the numerical renormalization group. The lead is replaced by a chain whose hoppings decrease along its length, and the chain is diagonalized site by site while at least 250 low-energy states are kept. The discretization parameter is $3$ and the chain has 21 sites.

Three quantities were extracted. The dot occupation is a ground-state average. The phase comes from the lowest energies $E_p$ for adding and $E_h$ for removing an electron. Near the Fermi energy, $\Sigma(\omega)\simeq\Sigma(0)+\omega\Sigma'(0)$ gives

$$
\mathcal G(\omega)\simeq\frac{z}{\omega-\tilde\varepsilon+i\tilde\Gamma},\qquad z=\frac1{1-\Sigma'(0)},\quad\tilde\varepsilon=z\varepsilon^*,\quad\tilde\Gamma=z\Gamma .
$$

This is a noninteracting level with reduced width. If $g$ is the end-site Green function of the finite chain and $\tilde V$ is the reduced coupling, the levels satisfy $E=\tilde\varepsilon+\tilde V^2g(E)$. The two energies $E=E_p$ and $E=-E_h$ determine $\tilde\varepsilon$ and $\tilde V^2$, hence $\tilde\Gamma$ and $\cot\delta=\tilde\varepsilon/\tilde\Gamma$. Finally, the quasiparticle form gives $\pi\Gamma A(0)=(z\Gamma/\tilde\Gamma)\sin^2\delta$. Here $z$ is taken from the squared matrix element of $d^\dagger$ between the ground state and the lowest state with one added electron, which equals $z/[1-\tilde V^2g'(E_p)]$, while $\tilde\Gamma$ and $\delta$ come from the levels. The height therefore uses the phase, and its new information is whether the matrix element and the levels agree on $z=\tilde\Gamma/\Gamma$.

At the symmetric point the occupation and phase are fixed by symmetry and test little. The spectral height is informative: it is $0.999$, against the predicted $1$. The quasiparticle half-width is $0.032$ meV, much smaller than $\Gamma=0.20$ meV. The value $0.0318$ meV used below is read where $E_p+E_h$ first falls below $0.2\,\tilde\Gamma$; at lower energy it settles near $0.031$ meV. The Kondo temperature and screening length therefore carry an uncertainty of about 2%, and losses quadratic in $1/\tilde\Gamma$ one of about 5% of their size. The full height is thus reached by a resonance narrowed by interaction.

**Limit: a detuned dot.** Moving the level to $-0.30$ meV at fixed couplings makes the test of the sum rule stronger. The total occupation is $n=0.773$, or $0.3865$ per spin, while the phase gives $\delta/\pi=0.384$. This phase is not converged in its third digit. Read at lower energy it rises to about $0.388$, slightly above the occupation, as on the chain, and it then gives $G=0.661\,(2e^2/h)$. The height quoted next uses the value $0.384$. The matrix element gives $\pi\Gamma A(0)=0.873$, and the occupation predicts $\sin^2(\pi n/2)=0.878$. The conductance from the occupation is

$$
G=0.75\times0.878\times\frac{2e^2}{h}=0.659\,\frac{2e^2}{h}=51.0\ \mu\mathrm S .
$$

This is 12% below the symmetric value. The missing 0.227 electron causes this loss, separately from the coupling ratio. The quasiparticle half-width has grown to about $0.074$ meV. Read from levels at lower energy it settles near $0.073$ meV, about 2% lower, and that value hardly changes when the discretization parameter is reduced from $3$ to $2$.

### Stage 7: leaving zero field and zero temperature

**The quasiparticle repulsion.** The corrections near the symmetric point need one property of the Kondo limit, $U\gg\Gamma$. Let $\tilde U$ be the full interaction between two quasiparticles of opposite spin at the Fermi energy, with repeated scattering included, and $\tilde\rho=1/(\pi\tilde\Gamma)$ their density per spin on the narrowed level. Raise the Fermi energy of both spins by a small $\mu$. With the level held in place, this would add $\tilde\rho\mu$ quasiparticles of the opposite spin. Their interaction raises the level by $\tilde U\tilde\rho\mu$; the response of the charge to this rise is already contained in $\tilde U$. Its distance from the new Fermi energy is $(\tilde U\tilde\rho-1)\mu$. The dot charge is frozen at one electron in this limit, so the phase, and with it this distance, cannot change. Hence $\tilde U\tilde\rho=1$.

**Field.** Let $b$ be the Zeeman splitting. In the wide-band limit, a field on the dot has the same effect on the displaced charge as one acting on the whole system. The latter amounts to Fermi energies $\pm b/2$ for the two spins. The majority level moves by $-\tilde U\tilde\rho b/2$, and its Fermi energy by $+b/2$, so their distance becomes $-(1+\tilde U\tilde\rho)b/2=-b$. For small $b$,

$$
\delta_\uparrow-\frac\pi2=\frac b{\tilde\Gamma},\qquad n_\uparrow-n_\downarrow=\frac{2b}{\pi\tilde\Gamma},\qquad\frac{G(b)}{G(0)}\simeq1-\left(\frac b{\tilde\Gamma}\right)^2 .
$$

The last result uses $\sin^2\delta_\sigma=\cos^2(b/\tilde\Gamma)$ for both spins. With $|g|=0.44$ and a field of $0.25$ T, $b=0.00637$ meV. The computed majority occupation is $0.564$ and the phase gives $0.562$, or $0.564$ when read at lower energy, so the sum rule holds separately for this spin. The moment $n_\uparrow-n_\downarrow=0.128$ gives $\pi\tilde\Gamma(n_\uparrow-n_\downarrow)/b=2.02$, close to the Kondo value of two; a free level would give one. The small excess reflects the estimate of $\tilde\Gamma$: with the low-energy value $0.0311$ meV the ratio is $1.97$. At $U/\pi\Gamma=2.4$ the Kondo limit is not fully reached, and the exact wide-band ratio for a small field is $1.98$. The conductance is $0.720\,(2e^2/h)$, a loss of 4.0%, and the formula gives $(0.00637/0.0318)^2=0.040$.

**Temperature.** Thermal electrons open inelastic channels. The quasiparticle decay rate divided by two is $s=\pi\tilde U^2\tilde\rho^3K$ by the golden rule, where $K$ is the phase-space integral including the inverse process. Measure energies in units of $T$ for the moment, and write $f(x)=1/(e^x+1)$, $b_B(u)=1/(e^u-1)$. Then

$$
\begin{aligned}
K=\iint dx_1dx_2\,\{&[1-f(x_1)][1-f(x_2)]f(x_3)\\
&+f(x_1)f(x_2)[1-f(x_3)]\},
\end{aligned}
$$

with $x_3=x_1+x_2-\omega$. At fixed $u=x_1+x_2$, use

$$
f(x-u)[1-f(x)]=\frac{f(x-u)-f(x)}{1-e^{-u}},\qquad\int dx\,[f(x-u)-f(x)]=u .
$$

The first product of two factors integrates to $u(1+b_B)$. The second, by the same identity with $u\to-u$, integrates to $ub_B$. Hence

$$
K=\int_{-\infty}^{\infty}du\,u\,[f(u-\omega)+b_B(u)].
$$

Its derivative with respect to $\omega$ is $\int du\,u[-f'(u-\omega)]=\omega$. At $\omega=0$ the bracket is $1/\sinh u$, and $\int_{-\infty}^\infty u\,du/\sinh u=4\sum_{m\ge0}(2m+1)^{-2}=\pi^2/2$. Restoring $T$, $K=(\omega^2+\pi^2T^2)/2$. With $\tilde U\tilde\rho=1$ and $\pi\tilde\rho=1/\tilde\Gamma$,

$$
s=\frac{\omega^2+\pi^2T^2}{2\tilde\Gamma}.
$$

At the symmetric point $\tilde\varepsilon=0$, and to second order in $\omega$ and $T$

$$
\pi\Gamma A(\omega)=\frac{\tilde\Gamma(\tilde\Gamma+s)}{\omega^2+(\tilde\Gamma+s)^2}\simeq1-\frac s{\tilde\Gamma}-\frac{\omega^2}{\tilde\Gamma^2}.
$$

The thermal average of $\omega^2$ is $4T^2\int_0^\infty xf(x)\,dx=\pi^2T^2/3$. The two losses are therefore $2\pi^2T^2/(3\tilde\Gamma^2)$ and $\pi^2T^2/(3\tilde\Gamma^2)$, and

$$
\frac{G(T)}{G(0)}\simeq1-\left(\frac{\pi k_BT}{\tilde\Gamma}\right)^2,\qquad k_BT_K=\frac{\pi\tilde\Gamma}{4}.
$$

The second equation defines the Kondo temperature used here. The example has $T_K=0.29$ K. At $0.02$ K this leading-order loss is $2.9\%$, which lowers the conductance from $0.750$ to about $0.73$ in units of $2e^2/h$. Averaging the unexpanded expression for $\pi\Gamma A(\omega)$ gives $2.7\%$, which indicates the size of the neglected higher orders. The expansion fails as $T$ approaches $T_K$.

### A gate-defined GaAs dot

The parameters are rough values chosen to represent a gate-defined dot in GaAs. Gates can adjust the two couplings, so a ratio of three is a plausible setting. For this example, finite temperature costs about 3% at $0.02$ K, and the Zeeman splitting costs 4.0% at $0.25$ T. The field must lie in the plane of the electron layer. Normal to the layer, the same field gives a cyclotron energy of $0.43$ meV, larger than $\Gamma$, and changes the lead states themselves. A bias of $2$ µV has the scale $(eV_{\mathrm{bias}}/\tilde\Gamma)^2=0.004$, an order of magnitude because its coefficient was not derived. Consider also a second orbital $0.5$ meV above the first. If an electron in it is repelled by the one in the first orbital with the same $U$, adding it costs $-0.75+0.5+1.50=1.25$ meV. Its effect was estimated by a noninteracting level at $1.25$ meV with the same coupling strengths, while the first level was held at resonance. In this estimate $G$ stays at $0.750$ if its couplings have the same relative sign and falls to $0.739$ if they have opposite signs. Exchange between the two orbitals is left out, so these numbers do not bound the effect. A lead with a single conducting channel must also be long. With an effective mass of $0.067$ electron masses and a Fermi energy set equal to the $10$ meV band half-width, the screening length $\hbar v_F/\tilde\Gamma$ is about $4.7$ µm. In a shorter isolated lead of this kind, discrete levels can interrupt the screening, and the conductance formula need not apply. In a two-dimensional lead the levels are denser, and the condition is that their spacing be small compared with $\tilde\Gamma$.

For a magnetic memory element the screened state has a direct consequence. Its zero-field ground state is a singlet with $n_\uparrow=n_\downarrow$, so the dot's spin cannot retain one of two orientations in that state. A conductance near the coupling-limited value is compatible with screening, but its dependence on temperature, field or bias is needed to identify the small energy scale.

### Where the result stops

The order of limits matters. If the couplings are reduced at fixed temperature, $T_K$ eventually falls below $T$, the spin is no longer screened, and the zero-temperature formula does not apply. A ground state with a remaining free spin violates the Fermi-liquid assumption of Stage 4. With several interacting orbitals whose couplings to the leads are not proportional, one even channel no longer contains the whole problem, and one charge does not determine the conductance. In a field the two phases must be kept separate:

$$
G=\frac{e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\left(\sin^2\pi n_\uparrow+\sin^2\pi n_\downarrow\right).
$$

When the band is not wide compared with $\Gamma$, the charge in the phase is the displaced charge, as the chain showed, and the dot occupation is an approximation to it. The numerical output below lists the values for each case.

## Numbers as computed

```
Lead rotation, largest spectrum error: 2.1e-15 (model units)
Chain test: v_L, v_R, level = 0.45, 0.25, 0.12 (hopping = 1)
Chain displaced charge per spin: 0.3647
Chain dot occupation per spin: 0.3502
Chain transmission, wave matching: 0.5982
Chain transmission, Friedel formula: 0.5983
Charge mismatch, width and level / 9: 0.0019 per spin
Dot repulsion U: 1.50 meV
Half-widths Gamma_L, Gamma_R: 0.15, 0.05 meV
Lead band half-width D: 10.0 meV
NRG: Lambda = 3.0, chain sites = 21, states kept >= 250
Symmetric: dot level -0.75 meV
Symmetric: total occupation n = 1.0000
Symmetric: phase shift / pi = 0.5000
Symmetric: pi*Gamma*A(0) from matrix element = 0.9991
Symmetric: sin^2(pi*n/2) = 1.0000
Symmetric: quasiparticle half-width = 0.0318 meV
Detuned: dot level -0.30 meV
Detuned: total occupation n = 0.7730
Detuned: phase shift / pi = 0.3843
Detuned: pi*Gamma*A(0) from matrix element = 0.8733
Detuned: sin^2(pi*n/2) = 0.8781
Detuned: quasiparticle half-width = 0.0742 meV
Coupling factor: 0.7500
Coupling factor at ratio 1: 1.0000
Coupling factor at ratio 3: 0.7500
Coupling factor at ratio 10: 0.3306
Conductance unit 2e^2/h: 77.481 uS
Symmetric G: 0.7500 x 2e^2/h = 58.11 uS
Detuned G: 0.6586 x 2e^2/h = 51.03 uS
Kondo temperature (symmetric): 0.290 K
Thermal law, quadrature / formula: 0.9978
Fractional thermal loss at 0.02 K: 0.0289
Bias scale (eV/Gq)^2 at 2.0 uV: 0.0039 (order of magnitude)
Field 0.25 T, |g| = 0.44: Zeeman energy 0.00637 meV
Field: spin-up occupation 0.5642, phase / pi 0.5623
Field: n_up - n_dn = 0.1284, response ratio 2.017
Field: G = 0.7199 x 2e^2/h
Second orbital: spacing 0.5 meV, addition energy 1.25 meV
Second orbital, same parity: G = 0.7500 x 2e^2/h
Second orbital, opposite: G = 0.7394 x 2e^2/h
Effective mass in leads: 0.067 electron masses
Screening length hbar*vF/Gq: 4739 nm
```
